# Longitudinal-field repolarization of isotropic muonium, derived in two ways: test program

```python
"""
Longitudinal-field repolarization of isotropic muonium.
Result under test: for a muon polarized along B and an unpolarized electron,
    time-averaged muon polarization = (1 + 2 x^2) / (2 (1 + x^2)),
    x = B/B0,  B0 = A/(gamma_e + gamma_mu).
A: hyperfine frequency (MHz); gamma_e, gamma_mu: positive gyromagnetic
ratios divided by 2 pi (MHz/T); B: magnetic field (T); times are in us.
The Hamiltonian divided by h is A S.I + gamma_e B S_z - gamma_mu B I_z.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh_tridiagonal, expm

pc = const.physical_constants
mass_ratio = const.m_e / pc["muon mass"][0]
g_e = abs(pc["electron g factor"][0])
g_mu = abs(pc["muon g factor"][0])
mu_B = pc["Bohr magneton"][0]
a0 = pc["Bohr radius"][0]
reduced_mass = 1 / (1 + mass_ratio)

# Contact field from the bound current of a magnetized 1s cloud.
# Lengths are scaled to the orbital radius; mu_0 times the moment is one.
def density(x, y, z):
    return np.exp(-2 * np.sqrt(x*x + y*y + z*z)) / np.pi

lag_x, lag_w = np.polynomial.laguerre.laggauss(20)
leg_x, leg_w = np.polynomial.legendre.leggauss(12)
phis = 2 * np.pi * np.arange(12) / 12
step = 1e-5
contact_field = np.zeros(3)
for node, weight in zip(lag_x, lag_w):
    r = node / 2
    radial_weight = weight * np.exp(node) / 2
    for cosine, angular_weight in zip(leg_x, leg_w):
        sine = np.sqrt(1 - cosine**2)
        for phi in phis:
            direction = np.array([sine*np.cos(phi), sine*np.sin(phi), cosine])
            x, y, z = r * direction
            dn_dx = (density(x+step, y, z) - density(x-step, y, z)) / (2*step)
            dn_dy = (density(x, y+step, z) - density(x, y-step, z)) / (2*step)
            current = np.array([dn_dy, -dn_dx, 0.0])
            contact_field += (radial_weight * angular_weight * 2*np.pi/12
                              * np.cross(current, -direction) / (4*np.pi))
assert np.allclose(contact_field, [0, 0, 2/(3*np.pi)], atol=1e-6)

# Radial ground state in atomic units, including the reduced mass.
dr = 0.01
radii = dr * np.arange(1, 2501)
diagonal = 1/(reduced_mass*dr**2) - 1/radii
off_diagonal = np.full(len(radii)-1, -1/(2*reduced_mass*dr**2))
energy, vector = eigh_tridiagonal(diagonal, off_diagonal,
                                  select="i", select_range=(0, 0))
radial = vector[:, 0] / np.sqrt(dr) / radii
radial_origin = 4*radial[0] - 6*radial[1] + 4*radial[2] - radial[3]
numerical_density = radial_origin**2 / (4*np.pi)
density_origin = reduced_mass**3 / np.pi
# The grid error is second order in dr; the reduced-mass effect is over 1%.
assert np.isclose(numerical_density, density_origin, rtol=1e-3)
assert np.isclose(energy[0], -reduced_mass/2, rtol=1e-3)

A = (2*const.mu_0/3 * g_e*mu_B * g_mu*mu_B*mass_ratio
     * density_origin/a0**3 / const.h / 1e6)
gamma_e = g_e * mu_B / const.h / 1e6
gamma_mu = g_mu * mu_B * mass_ratio / const.h / 1e6
B0 = A / (gamma_e + gamma_mu)
quoted_B0 = 0.1585
assert abs(B0 - quoted_B0) < 5e-5

# Product space: electron first, muon second.
sx = np.array([[0, 1], [1, 0]], complex)
sy = np.array([[0, -1j], [1j, 0]])
sz = np.diag([1, -1]).astype(complex)
one = np.eye(2)
S = [np.kron(s/2, one) for s in (sx, sy, sz)]
I = [np.kron(one, s/2) for s in (sx, sy, sz)]
muon_sigma_z = 2 * I[2]
isotropic = sum(s @ i for s, i in zip(S, I))

def hamiltonian(B):
    return A*isotropic + gamma_e*B*S[2] - gamma_mu*B*I[2]

def initial_state(p_mu=1.0, p_e=0.0):
    return np.kron((one + p_e*sz)/2, (one + p_mu*sz)/2)

def polarization(rho):
    return np.trace(rho @ muon_sigma_z).real

def stationary_average(H, rho):
    energies, states = np.linalg.eigh(H)
    rho_eigen = states.conj().T @ rho @ states
    same_energy = abs(energies[:, None] - energies[None, :]) < 1e-7
    return polarization(states @ (rho_eigen*same_energy) @ states.conj().T)

def lifetime_average(H, rho, tau):
    liouville = np.kron(H, np.eye(4)) - np.kron(np.eye(4), H.T)
    matrix = np.eye(16) + 2j*np.pi*tau*liouville
    return polarization(np.linalg.solve(matrix, rho.reshape(-1)).reshape(4, 4))

def average_formula(B):
    x = B/B0
    return (1 + 2*x*x) / (2*(1 + x*x))

def frequency(B):
    return A*np.sqrt(1 + (B/B0)**2)

fields = np.array([0.0, 0.01, 0.05, 0.1, B0, 0.3, 1.0])
short_tau = 5e-5
muon_tau = 2.2
for B in fields:
    H = hamiltonian(B)
    x = B/B0
    root = np.sqrt(1 + x*x)
    levels = np.array([A/4 + (gamma_e-gamma_mu)*B/2,
                       A/4 - (gamma_e-gamma_mu)*B/2,
                       -A/4 + A*root/2, -A/4 - A*root/2])
    assert np.allclose(np.linalg.eigvalsh(H), np.sort(levels), atol=1e-7)
    for time in (0.0, 3.7e-5, 1.21e-4, 8.3e-4):
        U = expm(-2j*np.pi*H*time)
        evolved = polarization(U @ initial_state() @ U.conj().T)
        predicted = ((1 + 2*x*x + np.cos(2*np.pi*frequency(B)*time))
                     / (2*(1 + x*x)))
        assert np.isclose(evolved, predicted, atol=1e-9)
    assert np.isclose(stationary_average(H, initial_state()),
                      average_formula(B), atol=1e-10)
    residual = 1/(1 + (2*np.pi*frequency(B)*short_tau)**2)
    assert np.isclose(lifetime_average(H, initial_state(), short_tau),
                      average_formula(B) + residual/(2*(1+x*x)), atol=1e-10)
    assert np.isclose(lifetime_average(H, initial_state(), muon_tau),
                      average_formula(B), atol=1e-8)
    for p_mu, p_e in ((1, 0.1), (0.7, -0.4), (1, 1), (1, -1)):
        predicted = (p_mu+p_e)/2 + (p_mu-p_e)/2*x*x/(1+x*x)
        assert np.isclose(stationary_average(H, initial_state(p_mu, p_e)),
                          predicted, atol=1e-10)

# Inversion is checked by diagonalization at the predicted field.
target = 0.9
target_x = np.sqrt((2*target-1)/(2*(1-target)))
target_B = target_x*B0
assert np.isclose(stationary_average(hamiltonian(target_B), initial_state()),
                  target, atol=1e-10)

# An axial tensor at zero field shows why isotropy is required.
A_perp, A_parallel = 100.0, 20.0
def axial_average(cosine):
    axis = np.array([np.sqrt(1-cosine**2), 0, cosine])
    S_axis = sum(a*s for a, s in zip(axis, S))
    I_axis = sum(a*i for a, i in zip(axis, I))
    H = A_perp*isotropic + (A_parallel-A_perp)*(S_axis @ I_axis)
    return stationary_average(H, initial_state())

for cosine in (0.0, 0.3, 0.5, 0.9, 1.0):
    assert np.isclose(axial_average(cosine), cosine**2/2, atol=1e-10)
powder_average = sum(w*axial_average(c) for c, w in zip(leg_x, leg_w))/2
assert np.isclose(powder_average, 1/6, atol=1e-10)

print(f"Electron/muon mass ratio: {mass_ratio:.8f}")
print(f"Electron g factor (absolute): {g_e:.8f}")
print(f"Muon g factor (absolute): {g_mu:.8f}")
print(f"Reduced mass: {reduced_mass:.8f} m_e")
print(f"1s density at muon, formula: {density_origin:.6f} a0^-3")
print(f"1s density at muon, radial grid: {numerical_density:.6f} a0^-3")
print(f"Contact field, quadrature (scaled): {contact_field[2]:.6f}")
print(f"Contact field, formula (scaled): {2/(3*np.pi):.6f}")
print(f"Hyperfine frequency A: {A:.2f} MHz")
print(f"gamma_e: {gamma_e:.3f} MHz/T")
print(f"gamma_mu: {gamma_mu:.3f} MHz/T")
print(f"gamma_e + gamma_mu: {gamma_e+gamma_mu:.3f} MHz/T")
print(f"Computed B0: {B0:.6f} T = {B0*1e4:.2f} G")
print(f"Quoted B0: {quoted_B0:.4f} T")
implied_A = quoted_B0*(gamma_e+gamma_mu)
print(f"A implied by quoted B0: {implied_A:.2f} MHz")
print(f"Relative shift, implied minus computed A: {implied_A/A-1:.2e}")
print("B (T), x, average P, minimum P, frequency (MHz):")
for B in fields:
    x = B/B0
    average = stationary_average(hamiltonian(B), initial_state())
    print(f"{B:.4f}  {x:.4f}  {average:.4f}  {x*x/(1+x*x):.4f}  "
          f"{frequency(B):.1f}")
print(f"Oscillation period at zero field: {1e3/frequency(0):.4f} ns")
print(f"Oscillation period at B0: {1e3/frequency(B0):.4f} ns")
print(f"Target average polarization: {target:.2f}")
print(f"x for target: {target_x:.4f}")
print(f"Field for target: {target_B:.4f} T")
print(f"Rough muon lifetime input: {muon_tau:.1f} us")
decay_shift = 0.5/(1 + (2*np.pi*A*muon_tau)**2)
print(f"Zero-field decay-average correction: {decay_shift:.2e}")
polarized = stationary_average(hamiltonian(B0), initial_state(1, 0.1))
print(f"Average P at B0 for electron polarization 0.1: {polarized:.4f}")
print(f"Axial example A_perp: {A_perp:.1f} MHz")
print(f"Axial example A_parallel: {A_parallel:.1f} MHz")
print(f"Axial zero-field average at 60 degrees: {axial_average(0.5):.4f}")
print(f"Axial zero-field orientation average: {powder_average:.4f}")
print("success")
```

It prints:

```
Electron/muon mass ratio: 0.00483633
Electron g factor (absolute): 2.00231930
Muon g factor (absolute): 2.00233184
Reduced mass: 0.99518695 m_e
1s density at muon, formula: 0.313736 a0^-3
1s density at muon, radial grid: 0.313720 a0^-3
Contact field, quadrature (scaled): 0.212207
Contact field, formula (scaled): 0.212207
Hyperfine frequency A: 4464.20 MHz
gamma_e: 28024.951 MHz/T
gamma_mu: 135.539 MHz/T
gamma_e + gamma_mu: 28160.490 MHz/T
Computed B0: 0.158527 T = 1585.27 G
Quoted B0: 0.1585 T
A implied by quoted B0: 4463.44 MHz
Relative shift, implied minus computed A: -1.71e-04
B (T), x, average P, minimum P, frequency (MHz):
0.0000  0.0000  0.5000  0.0000  4464.2
0.0100  0.0631  0.5020  0.0040  4473.1
0.0500  0.3154  0.5452  0.0905  4681.0
0.1000  0.6308  0.6423  0.2846  5278.2
0.1585  1.0000  0.7500  0.5000  6313.3
0.3000  1.8924  0.8909  0.7817  9555.1
1.0000  6.3081  0.9877  0.9755  28512.1
Oscillation period at zero field: 0.2240 ns
Oscillation period at B0: 0.1584 ns
Target average polarization: 0.90
x for target: 2.0000
Field for target: 0.3171 T
Rough muon lifetime input: 2.2 us
Zero-field decay-average correction: 1.31e-10
Average P at B0 for electron polarization 0.1: 0.7750
Axial example A_perp: 100.0 MHz
Axial example A_parallel: 20.0 MHz
Axial zero-field average at 60 degrees: 0.1250
Axial zero-field orientation average: 0.1667
success
```
